# Electronic thermal conductivity of a narrow copper line from its resistivity

## Problem

A copper line in a chip is at $T=300$ K. Its electrical resistivity at that temperature is $\rho=5$ microohm centimetres. Find the thermal conductivity $\kappa$ due to its electrons, first by a scaling argument and then with the numerical factor derived. For a piece of the line 1 micrometre long, 20 nm wide and 40 nm high, find also the electrical resistance and the electronic thermal resistance between its ends.

The given $\rho$ belongs to the line itself, so it already contains the scattering from surfaces and grain boundaries. Heat carried by lattice vibrations is not part of $\kappa$. SI units are used, and the charge of an electron is $-e$ with $e>0$.

## First estimate by scaling

Electrons carry both charge and heat, and the same collisions limit both flows. Let $n$ be the number of electrons per volume, $m$ their mass, $v$ their typical speed at the Fermi energy $\mu$, and $\tau$ the time between collisions. Numerical factors are dropped throughout this section.

A field $E$ gives an electron a drift velocity of size $eE\tau/m$. Multiplying by the charge density $ne$ and dividing by $E$ gives the electrical conductivity

$$\sigma\sim\frac{ne^2\tau}{m}.$$

For heat, kinetic theory gives $\kappa\sim c\,v\,\ell$, where $c$ is the heat capacity per volume and $\ell=v\tau$ the mean free path. The exclusion principle lets only electrons within about $kT$ of the Fermi energy change their state thermally. They are a fraction of order $kT/\mu$ of all electrons, and each contributes about $k$ to the heat capacity. Hence $c\sim nk(kT/\mu)$ and

$$\kappa\sim nk\,\frac{kT}{\mu}\,v^2\tau\sim\frac{nk^2T\tau}{m},$$

where the last step uses $\mu\sim mv^2$. In the ratio, $n$, $\tau$ and $m$ cancel:

$$\frac{\kappa}{\sigma T}\sim\left(\frac{k}{e}\right)^2 .$$

With $\sigma=1/\rho$, $k/e=8.6173\times10^{-5}$ V/K and $\rho=5\times10^{-6}\ \Omega\,\text{cm}=5\times10^{-8}\ \Omega\,\text{m}$,

$$\kappa\sim\frac{(8.6173\times10^{-5})^2\times300}{5\times10^{-8}}\approx45\ \text{W/(m K)}.$$

The argument fixes how $\kappa$ depends on $T$ and $\rho$. It cannot fix the number in front.

## Solution with the numerical factor

### How the electrons are disturbed

Let the field $E$ and the temperature slope $T'=dT/dx$ point along the line. Let $\varepsilon$ be the kinetic energy of an electron, and measure $\mu$ from the bottom of the band. The material is taken as isotropic. In local equilibrium the occupation of a state is

$$f_0=\frac{1}{e^{u}+1},\qquad u=\frac{\varepsilon-\mu(x)}{kT(x)} .$$

Collisions are assumed elastic: they change an electron's direction but not its energy. Their effect is described by a relaxation time $\tau(\varepsilon)$, which may depend on energy. The force on an electron is $-eE$, so the steady Boltzmann equation reads

$$v_x\frac{\partial f}{\partial x}-eE\frac{\partial f}{\partial p_x}=-\frac{f-f_0}{\tau}.$$

For weak gradients the deviation $\delta f=f-f_0$ is small. On the left, which already contains a small gradient or field in each term, $f$ may be replaced by $f_0$. The position derivative follows from

$$\frac{\partial u}{\partial x}=-\frac{\mu'}{kT}-\frac{(\varepsilon-\mu)T'}{kT^2},\qquad \frac{df_0}{du}=kT\frac{\partial f_0}{\partial\varepsilon}.$$

Their product is

$$\frac{\partial f_0}{\partial x}=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[\mu'+(\varepsilon-\mu)\frac{T'}{T}\right].$$

Since $\partial\varepsilon/\partial p_x=v_x$, the field term is

$$-eE\frac{\partial f_0}{\partial p_x}=eE\,v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

Adding the two and multiplying by $-\tau$ gives

$$\delta f=-\tau v_x\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\left[F+(\varepsilon-\mu)\frac{T'}{T}\right],\qquad F=\mu'+eE .$$

The factor $-\partial f_0/\partial\varepsilon$ is a positive peak at $\mu$, a few $kT$ wide. The disturbance is confined to that energy window.

### The two currents

Let $g(\varepsilon)$ be the number of states per energy and volume, spin included, and let $\langle v_x^2\rangle$ be the average over directions at fixed energy. The equilibrium part $f_0$ carries no current, because states with $v_x$ and $-v_x$ are equally filled. Define

$$S(\varepsilon)=g\,\langle v_x^2\rangle\,\tau,\qquad K_n=\int S(\varepsilon)(\varepsilon-\mu)^n\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon .$$

The charge current density $J$ is the sum of $-e\,v_x\,\delta f$ over states. The two minus signs cancel:

$$J=e\left(K_0F+K_1\frac{T'}{T}\right).$$

For the heat current density $Q$, each electron counts with $\varepsilon-\mu$. This follows from thermodynamics at fixed volume: heat is the change of energy minus $\mu$ times the change of particle number. Thus

$$Q=-\left(K_1F+K_2\frac{T'}{T}\right).$$

At uniform temperature and density, $T'=\mu'=0$ and $F=eE$. Then $J=e^2K_0E$, so

$$\sigma=\frac1\rho=e^2K_0 .$$

### Thermal conductivity at zero electric current

Thermal conductivity is defined with no electric current flowing. A temperature slope alone would generally drive one, so charge collects at the ends until $J=0$. This requires

$$F=-\frac{K_1}{K_0}\frac{T'}{T}.$$

Inserting it into $Q$,

$$Q=-\left(K_2-\frac{K_1^2}{K_0}\right)\frac{T'}{T},$$

and since $\kappa=-Q/T'$,

$$\kappa=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).$$

Dividing by $\sigma T=e^2K_0T$ gives

$$\frac{\kappa}{\sigma T}=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

The bracket is a mean square minus a squared mean. It is the variance of the electron energy, taken with the weight $S(-\partial f_0/\partial\varepsilon)$ with which each energy contributes to electrical conduction. Within this model, the ratio of the conductivities therefore measures the energy spread of the conducting electrons.

### The degenerate metal

In a metal $kT\ll\mu$. Set $\varepsilon=\mu+kTx$. Then

$$\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon=w(x)\,dx,\qquad w(x)=\frac{e^x}{(e^x+1)^2}.$$

The function $w$ is even, because multiplying its numerator and denominator by $e^{-2x}$ turns it into $w(-x)$. Its integral over all $x$ is 1, the total drop of the Fermi function. The lower limit $x=-\mu/kT$ can be replaced by $-\infty$ with an exponentially small error.

If $S$ varies smoothly over the window, $S(\mu+kTx)\approx S(\mu)+kTx\,S'(\mu)$. Odd powers of $x$ integrate to zero. With $I=\int_{-\infty}^{\infty}x^2w\,dx$, the leading terms are

$$K_0\approx S(\mu),\qquad K_1\approx I(kT)^2S'(\mu),\qquad K_2\approx I(kT)^2S(\mu).$$

The subtracted term, relative to $K_2$, is

$$\frac{K_1^2}{K_0K_2}\approx I\left(\frac{kT\,S'}{S}\right)^2,$$

which is of second order in $kT/\mu$ and is dropped at leading order.

### The integral

Because $w$ is even and $w=-\frac{d}{dx}\frac{1}{e^x+1}$, integration by parts gives

$$I=2\int_0^\infty x^2w\,dx=4\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The boundary term vanishes at both ends. For $x>0$ the geometric series is

$$\frac1{e^x+1}=e^{-x}-e^{-2x}+e^{-3x}-\dots$$

Its partial sums lie between 0 and $e^{-x}$, so it may be integrated term by term. With $\int_0^\infty xe^{-nx}dx=1/n^2$,

$$I=4\left(1-\frac14+\frac19-\dots\right).$$

To sum this, expand $y^2$ on $-\pi\le y\le\pi$ in cosines. The mean value is $\pi^2/3$. Two integrations by parts give the other coefficients:

$$\frac2\pi\int_0^\pi y^2\cos ny\,dy=\frac{4(-1)^n}{n^2}.$$

The periodic continuation of $y^2$ is continuous and piecewise smooth, so the series converges to it everywhere. At $y=0$ it reads

$$0=\frac{\pi^2}{3}-4\left(1-\frac14+\frac19-\dots\right)=\frac{\pi^2}{3}-I .$$

Hence $I=\pi^2/3\approx3.289868$. Direct quadrature of $x^2w$ gives the same seven digits.

### The Wiedemann-Franz law and the number

With $\kappa\approx K_2/T$ and $\sigma=e^2K_0$, the factor $S(\mu)$ cancels:

$$\frac{\kappa}{\sigma T}=L_0=\frac{\pi^2}{3}\left(\frac ke\right)^2,\qquad \kappa=\frac{L_0T}{\rho}.$$

This is the Wiedemann-Franz law, and $L_0$ is the Lorenz number. The density of states, the speed and the scattering time all sit in $S(\mu)$, so a measured $\rho$ supplies everything that $\kappa$ needs. Numerically,

$$L_0=3.289868\times(8.6173\times10^{-5}\ \text{V/K})^2=2.443\times10^{-8}\ \text{V}^2/\text{K}^2 .$$

Since $\text{V}^2=\text{W}\,\Omega$, the units of $L_0T/\rho$ are W/(m K):

$$\kappa=\frac{2.443\times10^{-8}\times300}{5\times10^{-8}}=146.6\ \text{W/(m K)}.$$

Rounding $L_0$ to $2.44\times10^{-8}$ before multiplying gives 146.4 instead. The difference is far below the accuracy of the physical assumptions.

### Resistances of the piece of line

The cross-section is $A=20\ \text{nm}\times40\ \text{nm}=8\times10^{-16}\ \text{m}^2$, and the length is $l=10^{-6}$ m. The electrical resistance is

$$R=\frac{\rho l}{A}=\frac{5\times10^{-8}\times10^{-6}}{8\times10^{-16}}=62.5\ \Omega .$$

The electronic thermal resistance is

$$R_{\text{th}}=\frac{l}{\kappa A}=\frac{10^{-6}}{146.58\times8\times10^{-16}}=8.53\times10^{6}\ \text{K/W}.$$

Substituting $\kappa=L_0T/\rho$ shows that $R_{\text{th}}=R/(L_0T)$. The dimensions of the line have dropped out, so within the law an electrical measurement at known temperature gives the electronic thermal resistance even if the cross-section is poorly known. If one microwatt entered at one end and left at the other, carried by the electrons alone and with no loss through the sides, the ends would differ by about 8.5 K.

## Comparison of the estimate and the solution

The scaling estimate has the correct dependence on $T$ and $\rho$, but it is too small by the factor $\pi^2/3\approx3.3$. The variance formula shows where the factor comes from. With all numerical factors dropped, the estimate amounts to an energy spread of $kT$ for the conducting electrons. The root-mean-square spread of the Fermi window is $\sqrt{\pi^2/3}\,kT\approx1.8\,kT$, and the ratio of conductivities contains its square.

### How good is the leading order?

Take a round model Fermi energy of 7 eV, suited to copper treated as a free-electron metal. At 300 K, $kT=0.02585$ eV and $\mu/kT=270.8$. Let $S\propto\varepsilon^p$. For free electrons $g\propto\varepsilon^{1/2}$ and $\langle v_x^2\rangle\propto\varepsilon$, so $p=3/2$ means a constant relaxation time. A constant mean free path has $\tau\propto\varepsilon^{-1/2}$ and hence $p=1$. The value $p=3$ represents a much stronger energy dependence.

Let $L=\kappa/(\sigma T)$ be the ratio before the expansion. Integrating the moments numerically gives:

| $p$ | $K_1^2/(K_0K_2)$ | $L/L_0$ |
|---|---|---|
| 1 | $4.49\times10^{-5}$ | 0.999955 |
| 1.5 | $1.01\times10^{-4}$ | 0.999953 |
| 3 | $4.04\times10^{-4}$ | 1.000027 |

For $p=1$ the whole deviation is the subtracted term. For the other two it is not, and for $p=3$ the ratio even exceeds 1. The reason is the curvature of $S$, which enters $K_0$ and $K_2$ at the same order. Write $M_4=\int x^4w\,dx$. Including $\frac12(kTx)^2S''$ in the expansion gives

$$\frac{K_2}{K_0}\approx I(kT)^2\left[1+\frac{(kT)^2S''}{2S}\left(\frac{M_4}{I}-I\right)\right].$$

The last bracket is positive, because $M_4-I^2$ is the variance of $x^2$. A positive $S''$ therefore raises $L$ and opposes the subtraction. In all three cases the net change is below $10^{-4}$ of $L_0$, so the leading order is ample here.

The linear treatment can also be compared with a direct count. Let electrons with a constant mean free path arrive at a plane with the Fermi distribution of the place of their last collision, while $T$ changes by 0.1 percent per mean free path. Choose the slope of the electrochemical potential that stops the particle flow, then compute the heat flow. Divided by the electrical response at uniform temperature, it gives $Le^2/k^2=3.28972$, against $\pi^2/3=3.28987$. The relative difference, about $4.5\times10^{-5}$, matches the $p=1$ row of the table.

### The opposite limit: a dilute gas

If $\mu$ lies many $kT$ below the band bottom, the exclusion principle no longer matters and $-\partial f_0/\partial\varepsilon\propto e^{-\varepsilon/kT}$. With $z=\varepsilon/kT$, the weight in the variance formula is $z^pe^{-z}$. Repeated integration by parts gives the averages

$$\langle z\rangle=p+1,\qquad \langle z^2\rangle=(p+2)(p+1).$$

The variance is $(p+2)(p+1)-(p+1)^2=p+1$, so

$$\frac{\kappa}{\sigma T}=(p+1)\left(\frac ke\right)^2 .$$

For a constant relaxation time the factor is 2.5, and numerical integration at $\mu=-10kT$ also gives 2.5000. Here the result depends on the scattering law through $p$. The common value $\pi^2/3$ belongs to the degenerate metal with elastic scattering, provided $S$ hardly changes over the few $kT$ of the window. A sharp feature of $S$ near $\mu$, about $kT$ wide, would change the value even in a degenerate metal.

### Temperature dependence

The formula $\kappa=L_0T/\rho$ has two simple cases. If static defects and boundaries dominate, $\rho$ hardly depends on temperature and $\kappa$ grows in proportion to $T$. If $\rho$ itself is proportional to $T$, as for scattering by lattice vibrations at high temperature, $\kappa$ is constant. A narrow line near room temperature has both kinds of scattering, so $\rho$ must be the value at the temperature of interest.

### What changes in a real line

The derivation used an isotropic material with a local relaxation time. This does not literally describe the line: the free-electron mean free path in bulk copper at room temperature is about 39 nm, longer than the 20 nm width, so the deviation $\delta f$ depends on position in the cross-section and on direction. The law survives as long as the walls scatter elastically. Each energy then conducts separately, and field and temperature slope both drive it through $v_x$ times a function of energy. Only $S(\varepsilon)$ changes, into an average over the cross-section that is still smooth near $\mu$, and it cancels in the ratio as before.

The assumption most open to question is elastic scattering. A collision with a lattice vibration changes an electron's energy as well as its direction. The turning of the velocity limits both currents. The energy change matters for heat in its own right: an electron moved from above $\mu$ to below it reverses its contribution to the heat current even if its direction stays the same. On balance this extra loss lowers $\kappa/(\sigma T)$. At 300 K the vibrational energies in copper reach roughly $kT$, so an electron can gain or lose a noticeable part of the width of the thermal window in one collision. Bulk copper has, in rough figures, $\rho\approx1.7$ microohm centimetres and a total thermal conductivity of 400 W/(m K). These give a ratio $\kappa\rho/T$ of about $2.3\times10^{-8}$ W Ω/K², several percent below $L_0$, even with the lattice's share of the heat included. In the narrow line much of the resistivity comes from surfaces and grain boundaries, whose scattering is mostly elastic, so a smaller relative reduction is plausible. As an illustration, a Lorenz number 5 percent below $L_0$ would give about 139 W/(m K). Lattice vibrations add some conduction of their own, which works in the other direction on the total. In a chip, heat also leaves through the surrounding insulator, so $R_{\text{th}}$ describes conduction along the metal and not the full cooling of the line.

For this line, then, about 147 W/(m K) is the elastic-scattering value, with an uncertainty of several percent from the physics left out. The printed digits beyond that, listed in the numerical output, serve to compare calculations with each other.

## Computed results

```
Temperature: 300 K
Resistivity: 5.0 microohm cm
Resistivity in SI: 5.0e-08 ohm m
Boltzmann constant k: 1.380649e-23 J/K
Elementary charge e: 1.602177e-19 C
k/e: 8.6173e-05 V/K
Model Fermi energy: 7.0 eV
Thermal energy kT: 0.02585 eV
Fermi energy over kT: 270.8 (no unit)
pi^2/3: 3.289868 (no unit)
Lorenz integral, quadrature: 3.289868 (no unit)
Lorenz integral, series: 3.289868 (no unit)
L/L0 from moments, p=1.0: 0.999955 (no unit)
K1^2/(K0 K2), p=1.0: 4.49e-05 (no unit)
L/L0 from moments, p=1.5: 0.999953 (no unit)
K1^2/(K0 K2), p=1.5: 1.01e-04 (no unit)
L/L0 from moments, p=3.0: 1.000027 (no unit)
K1^2/(K0 K2), p=3.0: 4.04e-04 (no unit)
L e^2/k^2, followed electrons: 3.28972 (no unit)
L e^2/k^2, dilute gas, p=1.5: 2.5000 (no unit)
Lorenz number L0: 2.4430e-08 W ohm/K^2
L0 times T: 7.3290e-06 W ohm/K
Electrical conductivity: 2.00e+07 S/m
Electronic kappa: 146.58 W/(m K)
Kappa from moments, p=1: 146.57 W/(m K)
Kappa with L0 rounded to 3 figures: 146.4 W/(m K)
Kappa with L 5 percent below L0: 139.3 W/(m K)
Line length: 1.0 micrometre
Line width: 20 nm
Line height: 40 nm
Cross-section: 8.0e-16 m^2
Electrical resistance: 62.5 ohm
Electronic thermal resistance: 8.528e+06 K/W
```
